Static vacuum polarization from second-order perturbation of the Dirac sea

**1. A charge in the filled sea**

Two heavy charges held at rest in vacuum interact by Coulomb's law when they are far apart. If the negative-energy states of the Dirac equation are filled, the vacuum between the charges can respond to them, as a dielectric does. The charge measured at a distance already contains this response. What remains observable is how the interaction changes as the charges approach each other.

We use Hartree units: ħ = m = e = 1 and c = 1/α. The electron has charge −1. The static external charge density ρ has potential φ(q) = 4πρ(q)/q², and an electron has potential energy V = −φ. Fourier transforms follow V(r) = ∫d³q/(2π)³ V(q) exp(iq·r). We assume V weak and vanishing at large distance (a Coulomb tail is allowed), keep second order in V, and neglect the mutual interaction of the sea electrons, which enters at higher order in α.

**2. Energy and density of the perturbed sea**

The free Hamiltonian is h(p) = cα·p + βc², where α and β are here the Dirac matrices. Its eigenvalues are ±E, with E = √(c²p²+c⁴), each doubly degenerate.

The first-order energy of the sea couples a uniform density to V(q=0). Charge-symmetric ordering subtracts half the trace of h+V over all states. This cancels the first-order term, because half the states are filled. The subtraction is linear in V, so it leaves the second order unchanged.

In second order, Pauli exclusion leaves transitions from filled states (p, −E) to empty states (p', +E'), where p' = p+q. In a box of volume L³ the matrix element is V(q) times a spinor overlap, divided by L³. The two momentum sums supply L⁶, which cancels the squared volume factor:

E₂ = −∫d³q/(2π)³ |V(q)|² ∫d³p/(2π)³ T/(E+E') = ½∫d³q/(2π)³ χ(q)|V(q)|², (1)

χ(q) = −2∫d³p/(2π)³ T/(E+E'). (2)

Here T is the squared overlap summed over both spins. With projectors Λ±(p) = ½[1 ± h(p)/E],

T = Tr[Λ₊(p')Λ₋(p)] = ¼Tr[1 + h(p')/E' − h(p)/E − h(p')h(p)/(EE')]
= 1 − (c²p·p'+c⁴)/(EE'). (3)

The last line uses Tr 1 = 4, Tr h = 0 and Tr[h(p')h(p)] = 4(c²p·p'+c⁴).

A small change δV changes the energy by ∫n δV d³r, where n is the electron density. Varying (1) therefore gives the induced density n(q) = χ(q)V(q). The induced charge density is −n = χφ. We write

χ(q) = −(q²/4π)P(q), so that ρ_ind(q) = −P(q)ρ(q). (4)

A positive P means screening.

**3. Reduction to one integral**

Let W = E+E' and D = E'−E. Since q = p'−p,

c²q² = E²+E'²−2c⁴−2c²p·p',

and hence c²p·p'+c⁴ = (E²+E'²−c²q²)/2. Equation (3) becomes

T = [2EE'−E²−E'²+c²q²]/(2EE') = (c²q²−D²)/(2EE'). (5)

The slope of E as a function of momentum is below c, so |D| ≤ cq and T ≥ 0. At large p, T falls as q²/p², except along the direction of q, where it falls faster. Averaged over angles, the integrand of (2) falls as q²/p³. The divergence is logarithmic. A quadratic divergence is absent because filled and empty spinors of equal momentum are orthogonal.

To use W and D as variables, let μ be the cosine of the angle between p and q. Then p dp = E dE/c², and at fixed p, E'dE' = c²pq dμ. With dE dE' = ½dW dD,

d³p = 2πp²dp dμ = 2πEE'dE dE'/(c⁴q) = πEE'dW dD/(c⁴q). (6)

The limits follow from the mean momentum k = (p+p')/2, for which

WD = E'²−E² = 2c²k·q,
(W²+D²)/2 = E²+E'² = 2c²k²+c²q²/2+2c⁴.

The condition (k·q)² ≤ k²q², multiplied by 4c⁴, reads

W²D² ≤ c²q²(W²+D²−c²q²−4c⁴).

Define s = W²−c²q². Moving the D² term to the left gives

D² ≤ c²q²v², v = √(1−4c⁴/s), s ≥ 4c⁴. (7)

Insert (5) and (6) in (2). The factors EE' cancel:

χ = −[1/(8π²c⁴q)] ∫dW/W ∫dD (c²q²−D²), |D| ≤ cqv.

The inner integral is 2c³q³(v−v³/3). From (7), 3−v² = 2+4c⁴/s, so

v−v³/3 = (2v/3)(1+2c⁴/s). (8)

Also dW/W = ds/(2W²) = ds/[2(s+c²q²)]. Therefore χ = −[q²/(12π²c)]∫ds v(1+2c⁴/s)/(s+c²q²), and by (4)

P(q) = (α/3π) ∫ds v(1+2c⁴/s)/(s+c²q²), from s = 4c⁴ upward. (9)

**4. The divergent constant**

Restrict the mean momentum to |k| < K. As q → 0, W → 2E(k), so the upper limit in (9) is S ≈ 4c²K² for K ≫ c. Use v as the variable: s = 4c⁴/(1−v²), ds/s = 2v dv/(1−v²) and 1+2c⁴/s = (3−v²)/2. Then

∫ds v(1+2c⁴/s)/s = ∫dv v²(3−v²)/(1−v²) = ∫dv [v²−2+2/(1−v²)].

The antiderivative is v³/3−2v+ln[(1+v)/(1−v)]. It vanishes at v = 0. Near v = 1 the logarithm approaches ln[4/(1−v²)] = ln(s/c⁴), so the integral tends to ln(S/c⁴)−5/3 and

P(0) → (2α/3π)[ln(2K/c)−5/6]. (10)

One could instead require |p| < K and |p'| < K. This moves the boundary in k by at most about q/2. The affected volume is of order K²q and the integrand of P is of order 1/K³ there, so P changes by order αq/K, which vanishes as K grows.

**5. Charge renormalization**

By (1) and (4), E₂ = −½∫d³q/(2π)³ (4π/q²)|ρ|²P. For two external point charges Q₁ and Q₂, the cross term adds to the direct Coulomb energy. The potential of a point charge is not small near its centre; keeping second order in V then rests on |Q|α ≪ 1, the terms of fourth order in V being smaller by a factor of order (Qα)². The interaction in momentum space is

U(q) = 4πQ₁Q₂[1−P(q)]/q².

Its q → 0 behaviour fixes the charges seen at large distance: Q_R = Q√(1−P(0)) for each. At finite K with P(0) ≪ 1, expansion to first order in P gives

U(q) = (4πQ₁RQ₂R/q²)[1−P(q)]/[1−P(0)] ≈ (4πQ₁RQ₂R/q²)[1+Π_R(q)], (11)

Π_R(q) = P(0)−P(q). (12)

The cutoff can now be removed from the coefficient Π_R. Replacing the bare by the renormalized α inside it is a higher-order change. From (9), using 1/s−1/(s+c²q²) = c²q²/[s(s+c²q²)],

Π_R(q) = (αc²q²/3π) ∫ds v(1+2c⁴/s)/[s(s+c²q²)]. (13)

Change again from s to v. Here ds/s² = v dv/(2c⁴), and c²q²/s = η(1−v²) with η = q²/(4c²). With (8),

Π_R = (αη/π) ∫₀¹dv v(v−v³/3)/[1+η(1−v²)].

The derivative of ln[1+η(1−v²)] is −2ηv/[1+η(1−v²)]. Integration by parts has no boundary term, since v−v³/3 vanishes at v = 0 and the logarithm at v = 1:

Π_R = (α/2π) ∫₀¹dv (1−v²)ln[1+η(1−v²)].

Set x = (1+v)/2, so 1−v² = 4x(1−x). The integrand is even in v, so ∫₀¹dv equals half the integral from −1 to 1, which is ∫₀¹dx. Thus

Π_R(q) = (2α/π) ∫₀¹dx x(1−x)ln[1+x(1−x)q²/c²]. (14)

Π_R is positive: at fixed distant charges, the interaction strengthens at large momentum transfer. A close probe sees less of the screening that the distant observer has absorbed into the charge. Since Π_R(0) = 0, the renormalized induced density Π_Rρ has zero total charge.

For q ≪ c, expand the logarithm and use ∫₀¹x²(1−x)²dx = 1/30. For q ≫ c, use ∫₀¹x(1−x)ln x dx = −5/36, and the same value for ln(1−x):

Π_R ≈ αq²/(15πc²), q ≪ c, (15)
Π_R ≈ (α/3π)[ln(q²/c²)−5/3], q ≫ c. (16)

The first-order expansion fails when the logarithm in (16) is large enough to make Π_R comparable with 1.

**6. The covariant loop at q⁰ = 0**

The Feynman propagator is S = [γ⁰ω−cγ·p−c²]⁻¹, so Sγ⁰ = (ω−h)⁻¹. Its positive-energy poles lie below the real ω axis and its negative-energy poles above, which allows the contour to be rotated to iω. With G(p,iω) = [iω−h(p)]⁻¹, the loop with two γ⁰ vertices and zero energy transfer contains

I(p) = ∫dω/(2π) Tr[G(p,iω)G(p',iω)].

Decompose each G into Λ₊/(iω−E)+Λ₋/(iω+E). For energies a ≠ b,

1/[(iω−a)(iω−b)] = [1/(iω−a)−1/(iω−b)]/(a−b).

The even part of 1/(iω−a) is −a/(ω²+a²), whose integral over dω/(2π) is −½sgn(a). Terms with energies of equal sign thus vanish, including a = b by continuity. The two terms of opposite sign each give −T/(E+E'), so

I(p) = −2T/(E+E'). (17)

This is the integrand of (2): the sea calculation and the loop agree momentum by momentum.

In covariant notation, with a regularization that respects it, current conservation gives Π^μν = (q²g^μν−q^μq^ν)Π, where q² in this formula is the four-momentum square. At q⁰ = 0 it equals −|q|², so Π⁰⁰ = −|q|²Π. We take the convention in which the photon propagator is multiplied by 1/(1−Π). Comparison with the factor 1−P in U gives Π = −P at first order, and subtraction at q = 0 gives (12).

The loop can also be evaluated without the variables W and D. Since G = −(iω+h)/(ω²+E²), the trace is

4(−ω²+c²p·p'+c⁴)/[(ω²+E²)(ω²+E'²)].

Use 1/(AB) = ∫₀¹dx/[(1−x)A+xB]² and l = p+xq. The combined denominator is (ω²+M²)², with

M² = c²l²+Δ, Δ = c⁴+x(1−x)c²q²,
p·p' = l²+(1−2x)l·q−x(1−x)q².

The integrals of 1/(ω²+M²)² and ω²/(ω²+M²)² over dω/(2π) are 1/(4M³) and 1/(4M). Hence

I(p) = ∫₀¹dx [−M²+c²p·p'+c⁴]/M³
= ∫₀¹dx [−2x(1−x)c²q²+c²(1−2x)l·q]/M³. (18)

The second term is odd in l but falls only as 1/l², so at fixed x it cannot be dropped by symmetry when the cutoff sphere is displaced from l = 0. A displacement independent of x would drop out, since ∫₀¹(1−2x)dx = 0, in line with Section 4; the part proportional to x does not. In the sphere |k| < K, l = k+(x−½)q. The first-order effect of this displacement is the surface integral

(x−½)(1−2x)K² ∮dΩ (q·n)²/(cK²) = (4πq²/3c)(x−½)(1−2x),

where n is the unit normal. Since ∫₀¹(x−½)(1−2x)dx = −1/6, the result is −2πq²/(9c). Division by (2π)³ and multiplication by −4π/q² give a contribution α/(9π) to P. It does not depend on q, so it cancels in Π_R.

In the first term of (18) the displacement has no effect as K → ∞. The radial integral is

∫₀ᴷ l²dl/M³ → [ln(2cK/√Δ)−1]/c³.

The prefactor is (4π/q²)·2c²q²·4π/(2π)³ = 4c²/π, so

P(q) = α/(9π)+(4α/π) ∫₀¹dx x(1−x)[ln(2cK/√Δ)−1]. (19)

At q = 0 this reproduces (10), because the surface term changes −1 into −5/6. The difference P(0)−P(q) contains ½ln(Δ/c⁴) and reproduces (14).

The static result also fits into one invariant function. At imaginary external frequency Ω, the two time orderings replace 2/W by 1/(W+iΩ)+1/(W−iΩ) = 2W/(W²+Ω²). Then W dW/(W²+Ω²) = ds/[2(s+c²q²+Ω²)], so, with the upper limit placed on s, P depends on q²+Ω²/c² alone; the cutoff |k| < K differs from this by terms that vanish as K grows. For a real frequency ω the denominator is W²−ω². It can vanish once ω reaches the pair threshold √(4c⁴+c²q²), where pairs can be created. Below the threshold Π_R is given by (14) with q² replaced by q²−ω²/c², which differs from the static value. Above it the argument of the logarithm is negative near x = ½, and the response acquires an imaginary part.

**7. Numerical example**

Take q = c, or 137.036 inverse bohr. With the symmetric cutoff, the dimensionless response is:

K/c = 10: P(0) = 0.003356, P(0)−P(c) = 1.3884×10⁻⁴
K/c = 100: P(0) = 0.006914, P(0)−P(c) = 1.4035×10⁻⁴
K/c = 1000: P(0) = 0.010480, P(0)−P(c) = 1.4037×10⁻⁴

P(0) keeps growing, while the difference settles at the value 1.4037×10⁻⁴ given by (14). The estimate (15) gives 1.5485×10⁻⁴, which is 10% above (14). It is too large because ln(1+y) < y for y > 0.

Now take a Gaussian charge with Q_R = 1, ρ(q) = exp(−q²a²/2) and a = 1/c = 0.007297 bohr. The peak of |V| is √(2/π)/a = 109.34 hartree. Compared with the pair gap 2c² = 37558 hartree, the ratio is 0.0029, so the potential is weak on the scale of the gap.

The renormalized sea energy follows from E₂ after the P(0) part is absorbed in the charge:

E_R = ½∫d³q/(2π)³ (4π/q²)|ρ|²Π_R = (1/π) ∫₀^∞dq exp(−q²a²)Π_R(q).

It equals 2.629×10⁻³ hartree, or 0.0715 eV. The same integral with Π_R replaced by 1 is the classical energy, 1/(2√π a) = 38.657 hartree. The ratio is 6.80×10⁻⁵. These are values of the one-loop formula. The neglected terms are of relative order α, so only about two figures of E_R and of this ratio have physical meaning; the further digits serve to compare the formulas with one another. The small-q form (15) would give 2.993×10⁻³ hartree, 14% above the full one-loop value, since this charge contains momenta comparable with c.

The numerical check also sums the sea response directly from (2) and subtracts P(0) at K = 300c. It gives 2.629×10⁻³ hartree, in agreement with (14) to about one part in 10⁵.

Computed results

```
alpha = 0.007297353 (dimensionless)
c = 137.035999 a.u. of velocity
example momentum q = 137.035999 inverse bohr
K/c = 10: P(0) = 0.00335629 (dimensionless)
K/c = 10: P(q=c) = 0.00321746 (dimensionless)
K/c = 10: P(0)-P(c) = 1.388353e-04 (dimensionless)
K/c = 100: P(0) = 0.00691431 (dimensionless)
K/c = 100: P(q=c) = 0.00677396 (dimensionless)
K/c = 100: P(0)-P(c) = 1.403514e-04 (dimensionless)
K/c = 1000: P(0) = 0.01047989 (dimensionless)
K/c = 1000: P(q=c) = 0.01033953 (dimensionless)
K/c = 1000: P(0)-P(c) = 1.403668e-04 (dimensionless)
asymptotic P(0), K/c=1000 = 0.01047989 (dimensionless)
Pi_R(c), parameter integral = 1.403669e-04 (dimensionless)
Pi_R(c), spectral integral = 1.403669e-04 (dimensionless)
Pi_R(c), small-q estimate = 1.548546e-04 (dimensionless)
Pi_R(0.1c) = 1.546890e-06 (dimensionless)
Pi_R(5c) = 1.360954e-03 (dimensionless)
Pi_R(1000c) = 9.406528e-03 (dimensionless)
large-q estimate at 1000c = 9.406524e-03 (dimensionless)
cutoff-shape change, K/c=100: 2.9227e-06 (dimensionless)
cutoff-shape change, K/c=1000: 2.9055e-07 (dimensionless)
odd-term surface part of P = 2.580804e-04 (dimensionless)
alpha/(9 pi) = 2.580911e-04 (dimensionless)
imaginary frequency Omega/c^2 = 1.50 (dimensionless)
P(0)-P(Omega,q=c), direct = 3.829536e-04 (dimensionless)
Pi_R at invariant momentum = 3.829542e-04 (dimensionless)
chain sea shift, diagonalized = -0.00911939 hartree
chain sea shift, second order = -0.00911939 hartree
Gaussian width a = 0.00729735 bohr
peak |V| = 109.3389 hartree
pair gap 2c^2 = 37557.730 hartree
peak |V| / pair gap = 0.002911 (dimensionless)
classical Gaussian energy = 38.657142 hartree
renormalized sea energy = 2.629045e-03 hartree
renormalized sea energy = 7.153997e-02 eV
direct subtracted sea sum = 2.629012e-03 hartree
small-q energy estimate = 2.993119e-03 hartree
sea / classical energy = 6.800931e-05 (dimensionless)
```
